\section*{Degenerate Nonbonding Orbitals of a Twisted Guanidinate Ligand in Hückel Theory}

\section{The star model}

\textbf{Q.} In a planar guanidinate, three nitrogens surround one carbon, and I accept that threefold symmetry can make two pi orbitals degenerate. But steric crowding twists the exocyclic amino group, and its coupling to carbon drops. The symmetry is gone. Why should the degeneracy not go with it?

\textbf{A.} Let us first fix what is being diagonalized. Take one pi-type p orbital on the carbon C, one on each chelating nitrogen N1 and N2, and one on the exocyclic nitrogen N3. The four orbitals are orthonormal. Carbon has site energy $\alpha_C$, every nitrogen has $\alpha_N$, and carbon couples to nitrogen $i$ through a real number $b_i$. There is no coupling between nitrogens, so the couplings form a star. In the order C, N1, N2, N3,
\begin{equation}
H=\begin{pmatrix}\alpha_C&b_1&b_2&b_3\\ b_1&\alpha_N&0&0\\ b_2&0&\alpha_N&0\\ b_3&0&0&\alpha_N\end{pmatrix}.
\end{equation}
With amplitudes $x_C,x_1,x_2,x_3$, the equation $Hx=Ex$ reads
\begin{align}
(\alpha_C-E)x_C+\sum_{i=1}^{3}b_ix_i&=0,\label{carbon}\\
b_ix_C+(\alpha_N-E)x_i&=0,\qquad i=1,2,3.\label{nitrogen}
\end{align}

\textbf{Q.} And the twist enters through $b_3$?

\textbf{A.} Yes. Let the molecular plane be $xy$, with the C--N3 bond along $x$. Turning the N3 orbital by $\theta$ about that bond gives
\begin{equation}
p_3(\theta)=\cos\theta\,p_z+\sin\theta\,p_y .
\end{equation}
Carbon's $p_z$ is odd under reflection in the plane and $p_y$ is even. If the effective Hamiltonian of the bond respects that reflection, their coupling vanishes and only the first term counts. With the bond length held fixed,
\begin{equation}
b_1=b_2=\beta,\qquad b_3=\beta c,\qquad c=\cos\theta,\qquad \beta<0 .
\end{equation}
We also assume that $\alpha_N$ stays the same for all three nitrogens during the twist. That is a separate assumption, and it will need scrutiny.

\section{Counting the orbitals}

\textbf{Q.} Then show me the degeneracy without using symmetry.

\textbf{A.} Set $E=\alpha_N$. The second term in each nitrogen equation (\ref{nitrogen}) disappears, leaving
\begin{equation}
b_ix_C=0,\qquad i=1,2,3.
\end{equation}
If at least one coupling is nonzero, $x_C=0$. The carbon equation (\ref{carbon}) then becomes
\begin{equation}
b_1x_1+b_2x_2+b_3x_3=0. \label{plane}
\end{equation}
This is one nontrivial linear condition on three amplitudes, so its solutions form a two-dimensional space. Conversely, every vector with $x_C=0$ that obeys (\ref{plane}) solves all four equations. There are therefore exactly two independent orbitals at $\alpha_N$, and neither has any amplitude on carbon.

The sizes of the $b_i$ never mattered. They may all differ, and $b_3$ may vanish. Physically, the contributions of the nitrogens cancel at the carbon, and three amplitudes leave two independent ways to arrange that cancellation.

\textbf{Q.} Could another orbital slip into the same level for special values of the couplings?

\textbf{A.} Only if all three couplings vanish. Then (\ref{plane}) imposes nothing, carbon is isolated, and three nitrogen orbitals lie at $\alpha_N$, joined by the carbon orbital if $\alpha_C=\alpha_N$. Otherwise the count is two, and the remaining two levels can be found explicitly. For $E\ne\alpha_N$, equation (\ref{nitrogen}) gives
\begin{equation}
x_i=\frac{b_i}{E-\alpha_N}\,x_C .
\end{equation}
Here $x_C$ cannot be zero, or all amplitudes would vanish. Insert this in (\ref{carbon}), divide by $x_C$, and define $B^2=b_1^2+b_2^2+b_3^2$:
\begin{equation}
\alpha_C-E+\frac{B^2}{E-\alpha_N}=0
\quad\Longrightarrow\quad
(E-\alpha_C)(E-\alpha_N)=B^2 .
\end{equation}
Expanding and solving the quadratic gives
\begin{equation}
E_\pm=\frac{\alpha_C+\alpha_N}{2}\pm
\sqrt{\frac{(\alpha_C-\alpha_N)^2}{4}+B^2}. \label{Epm}
\end{equation}
Since the product of $E-\alpha_C$ and $E-\alpha_N$ is positive, $E_+$ lies above both site energies and $E_-$ below both. The nonbonding pair sits between them.

\section{What the twist does change}

\textbf{Q.} If the energies of the pair do not move, does the twist do anything to these orbitals?

\textbf{A.} It changes their shape. For $b=(\beta,\beta,\beta c)$, condition (\ref{plane}) is $x_1+x_2+cx_3=0$. Two orthonormal solutions are
\begin{equation}
\psi_a=\frac{N_1-N_2}{\sqrt2},\qquad
\psi_s=\frac{cN_1+cN_2-2N_3}{\sqrt{4+2c^2}} . \label{orbitals}
\end{equation}
For $\psi_s$ the condition reads $c+c-2c=0$, and the squared length of its numerator is $2c^2+4$. The labels mean antisymmetric and symmetric under exchange of N1 and N2.

At $\theta=90^\circ$ the second orbital is $-N_3$, an isolated lone pair. The first is the nonbonding orbital of the remaining three-centre N--C--N unit. Their equal energies then have a plain reading: neither orbital gains or loses energy through carbon, and both start from the same nitrogen site energy.

\textbf{Q.} Any rotation among degenerate orbitals is equally valid. Is the change of shape an artefact of your choice?

\textbf{A.} The individual shapes are a choice, but the space they span is not. It is the part of nitrogen space perpendicular to the unit vector $b/B$, so its projector is
\begin{equation}
P=1-\frac{bb^{T}}{B^2}.
\end{equation}
The N3 weight summed over both orbitals is the corresponding diagonal element,
\begin{equation}
P_{33}=1-\frac{\beta^2c^2}{\beta^2(2+c^2)}=\frac{2}{2+c^2}. \label{weight}
\end{equation}
It rises from $2/3$ in the plane to 1 at a right angle, whatever basis is chosen.

\textbf{Q.} Let me see numbers.

\textbf{A.} Take $\alpha_N=0$, $\alpha_C=2.0$ eV, $\beta=-2.5$ eV and $\theta=40^\circ$. Then $c^2=0.587$ and $b_3=-1.92$ eV, and
\begin{equation}
B^2=(2.5)^2(2+0.587)=16.17\ \mathrm{eV}^2,\qquad
E_\pm=1\pm\sqrt{1+16.17}\ \mathrm{eV}.
\end{equation}
The levels are $-3.14$, $0$, $0$ and $5.14$ eV. In the plane they are $-3.44$, $0$, $0$ and $5.44$ eV, and at $90^\circ$ they are $-2.67$, $0$, $0$ and $4.67$ eV. At $40^\circ$, $\psi_s$ has amplitude $0.34$ on each chelating nitrogen and $-0.88$ on N3. The pair's N3 weight is $0.77$.

\textbf{Q.} So twisting costs no pi energy?

\textbf{A.} It does cost energy, through the bonding orbital. The guanidinate anion has six pi electrons: two occupy $E_-$ and four fill the pair. In this independent-electron model,
\begin{equation}
E_\pi(\theta)=2E_-(\theta)+4\alpha_N .
\end{equation}
The second term is constant. At $40^\circ$ the cost is
\begin{equation}
2[-3.1434-(-3.4441)]\ \mathrm{eV}=0.60\ \mathrm{eV}.
\end{equation}
This is not a full torsional barrier, because steric repulsion and changes in the sigma bonds are absent. It also assumes round parameters and equal nitrogen sites; a deeper N3 site lowers it, and the net cost in a real ligand can be half this value or less.

\section{Testing the assumptions}

\textbf{Q.} You used an orthonormal basis. Real carbon and nitrogen orbitals overlap.

\textbf{A.} Carbon--nitrogen overlap does not spoil the argument. Let $s_i$ be the overlap of carbon with nitrogen $i$, keeping nitrogen--nitrogen overlap zero. The equation becomes $(H-ES)x=0$, where $S$ is the overlap matrix, so each $b_i$ is replaced by $b_i-Es_i$. At $E=\alpha_N$ the nitrogen and carbon rows are
\begin{align}
(b_i-\alpha_Ns_i)x_C&=0,\\
(\alpha_C-\alpha_N)x_C+\sum_i(b_i-\alpha_Ns_i)x_i&=0.
\end{align}
If at least one effective coupling $b_i-\alpha_Ns_i$ is nonzero, then $x_C=0$ and one condition on three nitrogen amplitudes remains. The pair survives, with shapes set by the effective couplings.

\textbf{Q.} Then what role did threefold symmetry play? It sounds irrelevant.

\textbf{A.} It gives the planar, equal-coupling case a second protection. Add the same coupling $t$ between every pair of nitrogens. In the plane, the pair satisfies $x_1+x_2+x_3=0$. The added term acting on site 1 gives $t(x_2+x_3)=-tx_1$, and likewise for the others. Both orbitals move by $-t$ and stay degenerate.

After twisting, N3 is no longer equivalent to the other two. Exchange of N1 and N2 remains a symmetry, but it puts $\psi_a$ and $\psi_s$ in different classes and does not require equal energies. The star pattern and the equal site energies are then what hold the levels together.

\textbf{Q.} So break both, and calculate the splitting.

\textbf{A.} Let N3 have site energy $\alpha_N+\delta$. Let $t_{12}$ couple N1 and N2, and let $t_{13}$ be the planar coupling of N3 to either of them. The twist reduces the latter to $ct_{13}$, by the same reflection argument as before. Exchange symmetry prevents $\psi_a$ and $\psi_s$ from mixing, so the first-order shifts are expectation values. For $\psi_a$, the cross term gives
\begin{equation}
\Delta E_a=2\left(\frac1{\sqrt2}\right)\left(-\frac1{\sqrt2}\right)t_{12}=-t_{12}.
\end{equation}
For $\psi_s$, the amplitudes in (\ref{orbitals}) give
\begin{align}
\Delta E_s&=\frac{4\delta+2c^2t_{12}+4(c)(-2)(ct_{13})}{4+2c^2}\nonumber\\
&=\frac{2\delta+c^2t_{12}-4c^2t_{13}}{2+c^2}.
\end{align}
In the first numerator, the factor 4 in the last term counts two N3 neighbours and two orders of each matrix element. Subtracting $\Delta E_a$ adds $t_{12}=(2+c^2)t_{12}/(2+c^2)$, so
\begin{equation}
E_s-E_a\simeq
\frac{2\delta+2(1+c^2)t_{12}-4c^2t_{13}}{2+c^2}. \label{split}
\end{equation}
For $\delta=0$ and $t_{12}=t_{13}=t$, the numerator is $2t(1-c^2)$, and
\begin{equation}
E_s-E_a\simeq\frac{2t\sin^2\theta}{2+c^2}.
\end{equation}
This vanishes in the plane, as required, and equals $t$ at $90^\circ$.

\textbf{Q.} That is first order. Might a larger $\delta$ restore the degeneracy at some twist?

\textbf{A.} Not when nitrogen--nitrogen coupling is absent. Then $\psi_a$ stays at $\alpha_N$, since it has no amplitude on N3. A degenerate partner must come from the symmetric block, with basis C, $(N_1+N_2)/\sqrt2$, N3. Expanding along the second row,
\begin{equation}
\det\begin{pmatrix}
\alpha_C-\alpha_N&\sqrt2\beta&\beta c\\
\sqrt2\beta&0&0\\
\beta c&0&\delta
\end{pmatrix}
=-\sqrt2\beta\,(\sqrt2\beta\,\delta)=-2\beta^2\delta .
\end{equation}
For $\beta\ne0$ this vanishes only at $\delta=0$, at every twist. If nitrogen--nitrogen coupling is also present, the numerator of (\ref{split}) can cancel at a particular twist. That is an accidental crossing, without the protection of the star model.

\section{Beside a real precursor ligand}

\textbf{Q.} Guanidinates are used as ligands in precursors for vapour deposition. Would I find this degenerate pair there?

\textbf{A.} You should expect a split pair. The energies used here are round illustrative values, not a fit to any compound. The geometry is also a model input: every C--N length is set to 0.134 nm and the N1--C--N2 angle to $112^\circ$, while the $40^\circ$ twist represents a crowded amino group. The least certain assumption is equal nitrogen site energies. N3 carries two substituents, while N1 and N2 bind the metal, so their environments differ. Take $\delta=-1.0$ eV as a trial value, not as a bound: in a real ligand the difference can be several eV, and the pair is then far from degenerate. Equation (\ref{split}) gives
\begin{equation}
E_s-E_a\simeq\frac{2(-1.0)}{2.587}\ \mathrm{eV}=-0.77\ \mathrm{eV},
\end{equation}
and diagonalization gives $-0.74$ eV. With $\delta=+1.0$ eV it gives $+0.79$ eV. The metal's positive charge favours the positive sign by lowering N1 and N2 more than N3, but this model does not determine the net sign.

\textbf{Q.} How large is the direct nitrogen--nitrogen coupling you left out?

\textbf{A.} Estimate it by assuming that pi coupling scales with overlap. Slater 2p orbitals give overlaps of 0.214 for C--N, 0.0202 for N1--N2 at 0.222 nm, and 0.0138 for planar N1--N3 at 0.237 nm. Scaling $\beta$ by the overlap ratios gives $t_{12}=-0.24$ eV and $t_{13}=-0.16$ eV. With $\delta=0$, these values give a splitting of $-0.14$ eV at $40^\circ$. They are only an overlap estimate. In a real ligand the effective coupling between orthogonalized orbitals can be larger and of opposite sign. The part produced by orthogonalizing away the C--N overlap comes with matching shifts of the nitrogen site energies and cancels in the splitting, as the overlap argument above requires. Only the remainder, for example from electron exchange, changes the splitting.

The two couplings differ because the chelate angle is not $120^\circ$. Even in the plane, (\ref{split}) then gives $4(t_{12}-t_{13})/3\simeq-0.10$ eV. The real planar ligand lacks full threefold symmetry too.

\textbf{Q.} The twisted N3 orbital also acquires an in-plane part. Where does that go?

\textbf{A.} It couples to carbon's in-plane $p_y$ with strength $\beta\sin\theta$. That carbon orbital also takes part in the sigma bonds to N1 and N2. Represent their antisymmetric combination by one level $\varepsilon_\sigma$, coupled to $p_y$ by $g$. With amplitudes $y$ on carbon $p_y$ and $z$ on the sigma combination,
\begin{align}
(E-\varepsilon_\sigma)z&=gy,\\
(E-\alpha_C)y&=\beta\sin\theta\,x_3+gz .
\end{align}
Eliminate $z$, solve for $y$, and insert $\beta\sin\theta\,y$ in the N3 equation. Evaluated at $E=\alpha_N$, the N3 site shifts by
\begin{equation}
\delta_\sigma=\frac{\beta^2\sin^2\theta}
{\alpha_N-\alpha_C-g^2/(\alpha_N-\varepsilon_\sigma)} .
\end{equation}
Take $\varepsilon_\sigma=-3.0$ eV and a bond coupling of $-6.0$ eV. Projecting the two bonds on $p_y$ gives $g^2=2\sin^2(56^\circ)(6.0)^2=49.5\ \mathrm{eV}^2$. Hence
\begin{equation}
\delta_\sigma=\frac{2.58}{-2.0-16.5}\ \mathrm{eV}=-0.14\ \mathrm{eV}.
\end{equation}
Multiplying by the weight 0.77 predicts a splitting of $-0.11$ eV; diagonalizing this extended model gives $-0.10$ eV. Direct mixing of N3 with in-plane nitrogen lone pairs is still left out, and in a chelating ligand it can be larger than this estimate and opposite in sign.

\textbf{Q.} And the metal itself?

\textbf{A.} Let an empty metal orbital lie $G=6.0$ eV above $\alpha_N$ and couple to each chelating nitrogen with strength $m=-0.8$ eV. If the two couplings have opposite signs, its matrix element with $\psi_a$ is $\sqrt2m$. The antisymmetric block is then two by two, and its lower level shifts by
\begin{equation}
\frac G2-\sqrt{\frac{G^2}{4}+2m^2}
=3.0-\sqrt{9.0+1.28}=-0.21\ \mathrm{eV}.
\end{equation}
Lowering $\psi_a$ makes $E_s-E_a=+0.21$ eV. If the couplings have equal signs, the matrix element with $\psi_s$ is $2mc/\sqrt{4+2c^2}$. To second order, $\psi_s$ falls by
\begin{equation}
\frac{2m^2c^2}{(2+c^2)G}=\frac{2(0.64)(0.587)}{(2.587)(6.0)}\ \mathrm{eV}=0.05\ \mathrm{eV}.
\end{equation}
The splitting is then $-0.05$ eV. Which contribution matters depends on the metal orbitals available.

\textbf{Q.} Put everything together. Does warming the precursor blur the result?

\textbf{A.} With $\delta=-1.0$ eV and all these effects included, the splitting is $-0.80$ eV. The separate splittings sum to $-0.83$ eV, so they are nearly additive here. At a delivery temperature of 420 K, $kT=0.036$ eV, but comparing this with the splitting does not settle your question: both orbitals are full, so heat cannot move electrons from one to the other. Warming can blur the splitting through molecular motion. As an illustration, with the other parameters held fixed, an assumed swing from $30^\circ$ to $50^\circ$ changes it from $-0.72$ to $-0.90$ eV. Even the direction of this change belongs to the model: with the omitted lone-pair mixing, a real splitting can shrink as the twist grows.

These figures are sensitivity estimates, dominated by the assumed $\delta$; they do not predict the spectrum of a particular precursor. An amino nitrogen beside two anionic chelating nitrogens can lie 2 to 4 eV deeper, and the pair is then split by about 2 eV even in the plane. The numerical output gives the separate contributions.

\textbf{Q.} Then a measured splitting would not, by itself, tell me that the exocyclic C--N coupling has weakened?

\textbf{A.} Correct. Within the star model, weakening that coupling alone produces no splitting. A measured splitting can come from unequal nitrogen sites, nitrogen--nitrogen coupling, orbitals outside the four-site model, or electron interactions that an independent-electron model leaves out. Twisting can change the size of those effects, but in the star model the loss of C--N3 pi coupling is not enough to separate the pair.

\section*{Calculated quantities}
\begin{verbatim}
Nitrogen site energy: 0.00 eV
Carbon site energy: 2.00 eV
Planar C-N coupling: -2.50 eV
Twist angle: 40.0 degrees
Twisted C-N3 coupling: -1.9151 eV
Levels at 0 degrees: -3.4441, 0.0000, 0.0000, 5.4441 eV
Levels at 40 degrees: -3.1434, 0.0000, 0.0000, 5.1434 eV
Levels at 90 degrees: -2.6742, 0.0000, 0.0000, 4.6742 eV
N3 weight summed over pair, 0 degrees: 0.6667
N3 weight summed over pair, 40 degrees: 0.7731
N3 weight summed over pair, 90 degrees: 1.0000
Symmetric orbital, amplitude on N1 and N2: 0.3368
Symmetric orbital, amplitude on N3: -0.8793
Pi-energy cost of twist, six electrons: 0.6014 eV
Gap from pair to antibonding level: 5.1434 eV
C-N bond length: 0.134 nm
N1-C-N2 angle: 112.0 degrees
N1-N2 distance: 0.2222 nm
N1-N3 distance: 0.2366 nm
Slater exponent of C: 1.625 1/bohr
Slater exponent of N: 1.950 1/bohr
C-N pi overlap: 0.2141
N1-N2 pi overlap: 0.0202
N1-N3 planar pi overlap: 0.0138
N1-N2 coupling t12: -0.2357 eV
N1-N3 planar coupling t13: -0.1608 eV
Assumed N3 site offset: -1.00 eV
First-order splitting from that offset: -0.7731 eV
Sigma combination site energy: -3.00 eV
C-N sigma coupling: -6.00 eV
Estimated sigma shift of N3 site: -0.1396 eV
Metal acceptor energy: 6.00 eV
Metal-N pi coupling: -0.80 eV
Splitting, N3 site deeper: -0.7406 eV
Splitting, direct N-N coupling: -0.1433 eV
Splitting, sigma mixing: -0.1036 eV
Splitting, symmetric metal acceptor: -0.0470 eV
Splitting, antisymmetric metal acceptor: 0.2062 eV
Splitting, N3 site shallower by same offset: 0.7858 eV
Sum of separate splittings: -0.8283 eV
Splitting, all effects together: -0.7999 eV
Assumed twist swing, plus or minus: 10.0 degrees
Splitting, all effects, 30 degrees: -0.7154 eV
Splitting, all effects, 50 degrees: -0.9016 eV
Delivery temperature: 420 K
Thermal energy kT: 0.0362 eV
Combined splitting size over kT: 22.1
\end{verbatim}
